# Electron-hole liquid in germanium and silicon: density and binding against excitons

## Setting and data

At zero temperature, electrons and holes of equal density $n$ in a semiconductor can form a metallic liquid. The competing state is a dilute gas of excitons. Treat both in the effective-mass model, with energies per pair counted from a free pair at the band edges.

There are $\nu$ equivalent electron valleys with transverse and longitudinal masses $m_t$, $m_l$. A hole of wave vector $\mathbf k$ has the kinetic energy matrix (atomic units, masses in electron masses)

$$T_h=\tfrac12\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_i k_i^2J_i^2-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}\Big],$$

where $J_i$ are the spin-3/2 matrices and $\{A,B\}=(AB+BA)/2$. The split-off band, phonons, electron-hole exchange and short-range corrections are left out. The charges interact through a static dielectric constant $\varepsilon$. Define

$$\frac1\mu=\frac13\Big(\frac2{m_t}+\frac1{m_l}\Big)+\gamma_1,\qquad a_x=\frac{\varepsilon}{\mu},\qquad \mathrm{Ry}_x=\frac{\mu}{2\varepsilon^2},\qquad n=\frac{3}{4\pi r^3a_x^3}.$$

Here $a_x$ is in bohr, $\mathrm{Ry}_x$ in hartree, and $r$ is the dimensionless density parameter $r_s$. For the exchange-correlation energy per pair, in $\mathrm{Ry}_x$, use the Vashishta-Kalia formula

$$e_{xc}(r)=\frac{a+br}{c+dr+r^2},\quad a=-4.8316,\; b=-5.0879,\; c=0.0152,\; d=3.0426.$$

This is a fit, meant for metallic densities. Its independence of masses and valley number is an approximation, assumed here.

Approximate band parameters serve as inputs. They define the model, and a third figure only fixes the input; it is not claimed as measured:

| | Ge | Si |
|---|---|---|
| $\gamma_1,\gamma_2,\gamma_3$ | 13.4, 4.2, 5.7 | 4.3, 0.34, 1.45 |
| $m_t,\ m_l$ | 0.082, 1.6 | 0.19, 0.92 |
| $\varepsilon,\ \nu$ | 15.4, 4 | 11.4, 6 |
| valley axis | [111] | [001] |

## (a) Kinetic energy

**Question.** Find the hole dispersion, and show that the kinetic energy per pair is $A/r^2$ in $\mathrm{Ry}_x$. Give $A$.

**Answer.** Split off the part proportional to the unit matrix: $T_h=\frac12(\gamma_1k^2+h)$, with

$$h=-2\gamma_2\sum_ik_i^2\big(J_i^2-\tfrac54\big)-4\gamma_3\sum_{i<j}k_ik_j\{J_i,J_j\}.$$

Multiplying out the $4\times4$ matrices shows that $\Gamma_5=J_z^2-\frac54$, $\Gamma_4=(J_x^2-J_y^2)/\sqrt3$ and the three $\Gamma_{ij}=(2/\sqrt3)\{J_i,J_j\}$ each square to one and anticommute with one another. Since $J_x^2+J_y^2+J_z^2=\frac{15}4$, we have $J_{x,y}^2-\frac54=-\frac12\Gamma_5\pm\frac{\sqrt3}2\Gamma_4$. With $X=k_x^2$, $Y=k_y^2$, $Z=k_z^2$,

$$h=-2\gamma_2\Big[\big(Z-\tfrac{X+Y}2\big)\Gamma_5+\tfrac{\sqrt3}2(X-Y)\Gamma_4\Big]-2\sqrt3\,\gamma_3\sum_{i<j}k_ik_j\Gamma_{ij}.$$

Cross terms cancel in $h^2$, which is therefore a number:

$$h^2=4\gamma_2^2(X^2+Y^2+Z^2-XY-YZ-ZX)+12\gamma_3^2(XY+YZ+ZX).$$

The first bracket equals $k^4-3(XY+YZ+ZX)$. The heavy (upper sign) and light holes, each doubly degenerate, have

$$E=\tfrac12\Big[\gamma_1k^2\mp\sqrt{4\gamma_2^2k^4+12(\gamma_3^2-\gamma_2^2)(XY+YZ+ZX)}\Big]\equiv\frac{k^2}{2m(\Omega)}.$$

The mass depends on the direction $\Omega$ only. The number of states per volume below energy $E$, with two states per $\mathbf k$ and band, is

$$n(E)=\frac{2}{(2\pi)^3}\sum_{\rm bands}\int d\Omega\,\frac{[2m(\Omega)E]^{3/2}}{3}=\frac{(2ME)^{3/2}}{3\pi^2},\qquad M^{3/2}=\sum_{\rm bands}\big\langle m(\Omega)^{3/2}\big\rangle_\Omega .$$

For holes call this mass $M=m_{dh}$. An electron ellipsoid has a volume proportional to $\sqrt{m_t^2m_l}$, so $\nu$ valleys give $M=\nu^{2/3}m_{de}$ with $m_{de}=(m_t^2m_l)^{1/3}$.

Because $n(E)\propto E^{3/2}$, the mean energy is $\frac35E_F$ even for warped bands, with $E_F=(3\pi^2n)^{2/3}/(2M)$. From the definition of $r$, $(3\pi^2n)^{2/3}=(9\pi/4)^{2/3}/(r^2a_x^2)$. Also $1/(2Ma_x^2)=\mu^2/(2M\varepsilon^2)=(\mu/M)\,\mathrm{Ry}_x$. Adding both carriers,

$$A=A_e+A_h=\frac35\Big(\frac{9\pi}4\Big)^{2/3}\Big[\frac{\mu}{\nu^{2/3}m_{de}}+\frac{\mu}{m_{dh}}\Big],\qquad \frac35\Big(\frac{9\pi}4\Big)^{2/3}=2.2099 .$$

Filling a grid of $\mathbf k$ points state by state reproduces both parts to within 0.3% for each material.

## (b) One minimum

**Question.** Show that $E(r)=A/r^2+e_{xc}(r)$ has one stationary point for each $A>0$, and that it is a minimum.

**Answer.** Let $D=c+dr+r^2$. The derivative of the fit has the numerator

$$b(c+dr+r^2)-(a+br)(d+2r)=(bc-ad)-2ar-br^2\equiv Q(r),$$

the terms $bdr$ having cancelled. Write $Q=q_0+q_1r+q_2r^2$, with $q_0=bc-ad=14.623$, $q_1=-2a=9.663$, $q_2=-b=5.088$. Then

$$E'=-\frac{2A}{r^3}+\frac{Q}{D^2}=\frac{2}{r^3}\,[g(r)-A],\qquad g(r)=\frac{r^3Q}{2D^2}.$$

Stationarity is the quintic equation $r^3Q=2AD^2$. To count its positive roots, differentiate $g$:

$$g'=\frac{r^2}{2D^3}\,P,\qquad P=(3Q+rQ')D-2rD'Q.$$

Here $3Q+rQ'=3q_0+4q_1r+5q_2r^2$ and $2rD'=2dr+4r^2$. Collecting powers,

$$\begin{aligned}P={}&3q_0c+(q_0d+4q_1c)r+(2dq_1-q_0+5q_2c)r^2+3dq_2r^3+q_2r^4\\={}&0.667+45.08\,r+44.57\,r^2+46.44\,r^3+5.088\,r^4.\end{aligned}$$

All coefficients are positive, so $g$ increases strictly. It starts as $q_0r^3/(2c^2)\to0$ and ends as $q_2r/2\to\infty$, hence it takes the value $A$ once, at some $r_0$. There $E'$ changes from negative to positive, so $r_0$ is a minimum.

For large $A$ the end behaviour gives $r_0\approx2A/|b|$ and $E(r_0)\approx-b^2/(4A)$, which tends to zero. A real dilute system would form excitons at a finite negative energy. The formula does not contain that change of state and must not be used at low density.

## (c) Removing a pair

**Question.** Which energy difference is the binding relative to excitons?

**Answer.** The energy per volume is $nE$, so the chemical potential of a pair is $d(nE)/dn=E+n\,dE/dn$. Since $n\propto r^{-3}$, $n\,dE/dn=-\frac r3E'$, which vanishes at $r_0$. The pressure $n^2dE/dn$ vanishes there too, as it must for a liquid in equilibrium with vacuum. Taking one pair out of a large drop and leaving it as a free exciton therefore costs

$$\phi=E_{\rm ex}-E(r_0).$$

## (d) The exciton energy

**Question.** Show that the exciton of these bands lies below $-1\,\mathrm{Ry}_x$, and say how its energy can be computed.

**Answer.** At zero pair momentum, measured from the band extrema, the relative motion in units of $a_x$ and $\mathrm{Ry}_x$ obeys

$$H=\mu\sum_{ij}W_{ij}\,p_ip_j-\frac2r ,$$

where $r$ now denotes the electron-hole distance. $W_{ij}$ is the electron inverse-mass tensor plus the hole matrices defined by $T_h=\frac12\sum W_{ij}k_ik_j$.

Take the trial state $e^{-r}\chi$ with any spin-3/2 vector $\chi$. Isotropy gives $\langle p_ip_j\rangle=\frac13\delta_{ij}\langle p^2\rangle$, so the trace of $W$ is all that enters:

$$\sum_iW_{ii}=\frac2{m_t}+\frac1{m_l}+3\gamma_1+\frac{15}2\gamma_2-2\gamma_2\cdot\frac{15}4=\frac3\mu .$$

The $\gamma_2$ terms cancel. With $\langle p^2\rangle=1$ and $\langle2/r\rangle=2$ the energy is $1-2=-1$, an upper bound.

It is not reached. The traceless part of $W$ turns $e^{-r}\chi$ into a function of angular momentum $l=2$, which is nonzero for at least one $\chi$. That trial state is then not an eigenstate, whereas a state attaining the lowest energy would have to be one. Hence $E_{\rm ex}<-1$.

For a value, diagonalize $H$ in Gaussians times solid harmonics. In both materials treated here, convergence in $l$ improves if the basis is rescaled along the valley axis by a ratio $\lambda$ of its length along the axis to its length across; the best $\lambda$ found is below one, a compression along the heavy-mass direction. Put $\mathbf r=S\mathbf r'$, with $S$ equal to $\lambda^{2/3}$ along the axis and $\lambda^{-1/3}$ across it. Then $\mathbf p=S^{-1}\mathbf p'$, the tensor becomes $S^{-1}WS^{-1}$, and the attraction becomes $-2/|S\mathbf r'|$. Each $\lambda$ gives an upper bound, so the lowest result is the best one.

In germanium the unstretched basis gives $-1.485$, $-1.586$, $-1.606$ for $l$ up to 2, 4, 6. With $\lambda=0.63$ the cutoff $l\le2$ already gives $-1.605$, and the cutoffs 6 and 8 agree at $-1.611$. In silicon, with $\lambda=0.81$, the result is $-1.127$.

## (e) Numbers for germanium and silicon

**Question.** With $m_{dh}=0.3532$ (Ge) and $0.5708$ (Si) from the angular average, and the exciton energies of part (d), find the equilibrium density and the binding. How accurate are they?

**Answer.** For germanium, $1/\mu=(24.39+0.625)/3+13.4=21.74$, so $\mu=0.0460$. This gives $a_x=15.4/0.0460$ bohr $=17.7$ nm and $\mathrm{Ry}_x=2.639$ meV. With $m_{de}=0.2208$ and $4^{2/3}=2.520$,

$$A=2.2099\times0.0460\Big[\frac1{2.520\times0.2208}+\frac1{0.3532}\Big]=0.183+0.288=0.471 .$$

The quintic has the root $r_0=0.572$. As a check, $r_0^3Q=0.1871\times21.82=4.08$ and $2AD^2=0.941\times2.083^2=4.08$. The energy is

$$E(r_0)=\frac{0.4706}{0.3272}-\frac{4.8316+2.9103}{2.083}=1.438-3.717=-2.279\ \mathrm{Ry}_x=-6.01\ \text{meV}.$$

The same steps for silicon complete the table.

| | Ge | Si |
|---|---|---|
| $\mu$ | 0.0460 | 0.1224 |
| $a_x$ (nm) | 17.7 | 4.93 |
| $\mathrm{Ry}_x$ (meV) | 2.639 | 12.81 |
| $A$ | 0.471 | 0.729 |
| $r_0$ | 0.572 | 0.842 |
| $n$ (cm$^{-3}$) | $2.3\times10^{17}$ | $3.3\times10^{18}$ |
| liquid energy (meV) | $-6.01$ | $-22.4$ |
| exciton energy (meV) | $-4.25$ | $-14.4$ |
| binding $\phi$ (meV) | 1.8 | 7.9 |

Using $-1\,\mathrm{Ry}_x$ for the exciton would give 3.4 and 9.6 meV. Relative to the bindings in the table, these are too large by about 90% and 20%. The traceless part of $W$, which holds the electron anisotropy and the coupling of the hole bands together, thus has to be kept in the exciton; the two contributions are not separated here.

The binding is a small difference, which magnifies errors. Since $E'(r_0)=0$, a small change of the energy function shifts the minimum energy, to first order, by its value at $r_0$. An error of 1% in $e_{xc}$ for germanium therefore changes the energy by $0.037\,\mathrm{Ry}_x=0.10$ meV, or 6% of $\phi$. For silicon it is $0.36$ meV, or 4 to 5%. Two figures are the most that the bindings can carry, and the second is uncertain.

Two omissions deserve comment; their effect on $\phi$ is not computed here. The hole Fermi energy is 3.9 meV in germanium and 14 meV in silicon. The neglected split-off band lies roughly 0.3 eV and 0.04 eV away. The Fermi energy is about 1% of this distance in germanium but about a third of it in silicon, so the silicon numbers belong to the four-band model and may shift noticeably once that band is included. The density is more exposed than the energy, because it is the position of a flat minimum and depends on the slope of any correction. Also, $\phi$ refers to free excitons at zero pair momentum. If bound pairs of excitons, or an exciton at another momentum, lie lower, the binding relative to them is smaller.

## (f) When is there a bound liquid?

**Question.** Find the largest $A$ for which the liquid lies below an isotropic exciton at $-1\,\mathrm{Ry}_x$. Apply it to one isotropic valley and one isotropic hole band. Then find what is left of the binding in Ge and Si if one valley holds all electrons.

**Answer.** The minimum energy obeys $dE(r_0)/dA=1/r_0^2>0$, because the implicit change of $r_0$ contributes nothing. It therefore rises with $A$. It is $-2.279$ at $A=0.471$ by part (e) and tends to zero for large $A$ by part (b), so it crosses $-1$ exactly once. Inserting $A=g(r)$ into $E(r)=-1$ and multiplying by $2D^2$,

$$rQ+2(a+br)D+2D^2=0 .$$

The root is $r=1.874$, and $A_c=g(1.874)=1.955$.

For simple bands $1/\mu=1/m_e+1/m_h$, so the bracket in $A$ equals one for any mass ratio and $A=2.210>A_c$. The minimum is $-0.934\,\mathrm{Ry}_x$ at $r=2.06$: within this formula the liquid is not bound relative to excitons. The margin is only $0.07\,\mathrm{Ry}_x$, at a low density where the fit is less trustworthy, so the conclusion belongs to the model.

For germanium and silicon the threshold $A_c$ does not apply, since their excitons lie below $-1$. Compare energies directly. With $\nu=1$ and unchanged holes, $A$ rises to 0.748 in Ge and 1.315 in Si, and the liquid energies become $-4.54$ and $-16.0$ meV. The exciton contains a single electron in one valley and keeps its energy. The binding falls from 1.8 to 0.29 meV in Ge and from 7.9 to 1.5 meV in Si.

In this model, with the holes held fixed, most of the binding is thus lost once the electrons no longer share several valleys, since sharing lowers their Fermi energy. The valleys are not the only ingredient. The large hole mass $m_{dh}$ matters as well: with all valleys kept but a single hole band of mass $1/\gamma_1$, $A_h=2.2099\,\mu\gamma_1$ would raise $A$ to 1.55 in Ge and 1.42 in Si, above the one-valley values. The 0.29 meV left in germanium is about 6% of the liquid energy, too little for its sign to be certain when $e_{xc}$ is assumed independent of $\nu$. The values behind these figures are in the numerical output below.

## Values computed for the example and the checks

```
fit a, b, c, d (Ry_x units): -4.8316 -5.0879 0.0152 3.0426
q0, q1, q2: 14.6233 9.6632 5.0879
P coefficients r^4..r^0: 5.0879 46.4413 44.5659 45.0803 0.6668
threshold A_c, r_s: 1.9549 1.8740
one valley, simple bands: A = 2.2099, r_s = 2.0573, E = -0.9339 Ry_x
--- Ge: g1, g2, g3 = 13.4, 4.2, 5.7
exciton, unstretched, l up to 0,2,4,6 (Ry_x): -1.0000 -1.4853 -1.5860 -1.6061
exciton, stretch ratio 0.627, l up to 2,4,6,8 (Ry_x): -1.6054 -1.6098 -1.6109 -1.6109
mt, ml, eps, valleys: 0.082, 1.6, 15.4, 4
mu, m_de, m_dh (m_e): 0.04600 0.2208 0.3532
exciton radius a_x: 17.715 nm
exciton rydberg Ry_x: 2.6391 meV
A_e, A_h, A: 0.1827 0.2878 0.4706
equilibrium r_s: 0.5720
kinetic energy: 1.4384 Ry_x
exchange-correlation energy: -3.7174 Ry_x
liquid energy: -2.2789 Ry_x = -6.014 meV
pair density: 2.295e+17 cm^-3
hole Fermi energy: 3.87 meV
exciton energy: -4.251 meV
binding relative to exciton: 1.763 meV
binding relative to -1 Ry_x: 3.375 meV
one-valley liquid: A = 0.7483, E = -4.537 meV
--- Si: g1, g2, g3 = 4.3, 0.34, 1.45
exciton, unstretched, l up to 0,2,4,6 (Ry_x): -1.0000 -1.1212 -1.1266 -1.1267
exciton, stretch ratio 0.809, l up to 2,4,6,8 (Ry_x): -1.1256 -1.1267 -1.1267 -1.1267
mt, ml, eps, valleys: 0.19, 0.92, 11.4, 6
mu, m_de, m_dh (m_e): 0.12238 0.3214 0.5708
exciton radius a_x: 4.929 nm
exciton rydberg Ry_x: 12.8124 meV
A_e, A_h, A: 0.2548 0.4738 0.7286
equilibrium r_s: 0.8418
kinetic energy: 1.0282 Ry_x
exchange-correlation energy: -2.7745 Ry_x
liquid energy: -1.7463 Ry_x = -22.375 meV
pair density: 3.341e+18 cm^-3
hole Fermi energy: 14.28 meV
exciton energy: -14.436 meV
binding relative to exciton: 7.938 meV
binding relative to -1 Ry_x: 9.562 meV
one-valley liquid: A = 1.3152, E = -15.973 meV
```
